# Flat drumhead states inside the projected ring of a nodal-ring model: a numerical check

```python
# Result under test: H = (2-cos kx-cos ky-cos kz) sigma_z + sin kz sigma_y,
# cut to layers n = 1, 2, ..., has one zero-energy surface state for m < 1,
# psi_n = sqrt(1-m^2) m^(n-1) |sigma_x=+1>, and none for m >= 1.
# m = 2-cos kx-cos ky; the projected nodal ring is m = 1.
# Energies: units of the cos kz coefficient. Lengths: lattice constants.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1, -1]).astype(complex)
I2 = np.eye(2)
PLUS = np.array([1, 1]) / np.sqrt(2)
MINUS = np.array([1, -1]) / np.sqrt(2)


def mass(kx, ky):
    return 2 - np.cos(kx) - np.cos(ky)


def bulk(kx, ky, kz):
    f = np.asarray(2 - np.cos(kx) - np.cos(ky) - np.cos(kz))
    g = np.asarray(np.sin(kz))
    return f[..., None, None] * SZ + g[..., None, None] * SY


def layer_blocks(kx, ky):
    """Fourier coefficients in kz: coupling of layer n to n, n+1, n-1."""
    kx, ky = np.asarray(kx), np.asarray(ky)
    kz = 2 * np.pi * np.arange(4) / 4
    h = bulk(kx[..., None], ky[..., None], kz)
    return [np.einsum('...jab,j->...ab', h, np.exp(-1j * kz * r)) / 4
            for r in (0, 1, -1)]


def slab(kx, ky, layers):
    onsite, up, down = layer_blocks(kx, ky)
    h = np.zeros(np.shape(kx) + (2 * layers, 2 * layers), complex)
    for n in range(layers):
        s = slice(2 * n, 2 * n + 2)
        h[..., s, s] = onsite
        if n + 1 < layers:
            t = slice(2 * n + 2, 2 * n + 4)
            h[..., s, t] = up
            h[..., t, s] = down
    return h


def zero_energy_residue(kx, ky, eta=1e-4):
    """i*eta*G on the first layer of a half-space, by decimation."""
    onsite, alpha, beta = layer_blocks(kx, ky)
    surface, inner = onsite.copy(), onsite.copy()
    z = 1j * eta * I2
    for _ in range(30):
        g = np.linalg.inv(z - inner)
        ab, ba = alpha @ g @ beta, beta @ g @ alpha
        surface = surface + ab
        inner = inner + ab + ba
        alpha, beta = alpha @ g @ alpha, beta @ g @ beta
    return 1j * eta * np.linalg.inv(z - surface)


def winding(kx, ky):
    kz = np.linspace(0, 2 * np.pi, 801)
    q = np.einsum('a,jab,b->j', PLUS, bulk(kx, ky, kz), MINUS)
    phase = np.unwrap(np.angle(q))
    return (phase[-1] - phase[0]) / (2 * np.pi)


def zone_fraction(m_cut):
    """Fraction of the surface zone with m < m_cut, for m_cut <= 1."""
    def height(k):
        return np.arccos(np.clip(2 - m_cut - np.cos(k), -1, 1))
    return quad(height, 0, np.arccos(1 - m_cut))[0] / np.pi**2


# Nodal ring: gap closes on it and chiral symmetry holds in the bulk
for kx in (0.0, 0.6, np.pi / 3, 1.4):
    ky = np.arccos(1 - np.cos(kx))
    assert np.abs(np.linalg.eigvalsh(bulk(kx, ky, 0.0))).max() < 1e-12
h = bulk(0.7, 1.9, 0.8)
assert np.allclose(SX @ h @ SX, -h)

print("Ring radius along kx axis (1/a):", f"{np.pi/2:.4f}")
print("Ring radius along diagonal (1/a):",
      f"{np.sqrt(2)*brentq(lambda k: mass(k, k)-1, 0, 2):.4f}")

# Sample momentum inside the ring
kx0, ky0, N = 1.0, 0.5, 20
m0 = mass(kx0, ky0)
hs = slab(kx0, ky0, N)
assert np.allclose(hs, hs.conj().T)
trial = np.kron(np.sqrt(1 - m0**2) * m0**np.arange(N), PLUS)
residual = np.linalg.norm(hs @ trial)
assert residual < 2 * m0**N          # only the far face spoils the solution
energy, vec = np.linalg.eigh(hs)
pair = np.argsort(np.abs(energy))[:2]
weights = (np.abs(vec[:, pair])**2).sum(axis=1).reshape(N, 2).sum(axis=1)
expected = (1 - m0**2) * m0**(2 * np.arange(5))
assert np.allclose(weights[:5], expected, atol=1e-6)
print(f"Sample kx, ky (1/a): {kx0:.2f}, {ky0:.2f}")
print(f"m at sample: {m0:.5f}")
print(f"Bulk half-gap 1-m at sample: {1-m0:.5f}")
print(f"kappa = -ln m (1/a): {-np.log(m0):.5f}")
print(f"Amplitude decay length (a): {-1/np.log(m0):.4f}")
print("Weights in layers 1,2,3:", " ".join(f"{w:.5f}" for w in weights[:3]))

# Complex band, inside and outside the ring
for kx, ky in ((kx0, ky0), (1.5, 1.2)):
    m = mass(kx, ky)
    for kappa in (0.1, 0.4, 1.1):
        e2 = -np.linalg.det(bulk(kx, ky, 1j * kappa))
        assert abs(e2 - (1 + m*m - 2*m*np.cosh(kappa))) < 1e-12
    assert abs(np.linalg.det(bulk(kx, ky, 1j * abs(np.log(m))))) < 1e-12

# Cut across the ring: half-space surface weight and bulk winding
print("Cut ky=0: kx (1/a), m, winding, zero-energy weight in layer 1")
for kx in (0.3, 0.7, 1.0, 1.3, 1.5, 1.7, 2.2):
    m = mass(kx, 0.0)
    res = zero_energy_residue(kx, 0.0)
    target = max(0.0, 1 - m*m) * np.outer(PLUS, PLUS)
    assert np.allclose(res, target, atol=1e-4)   # finite eta
    w = winding(kx, 0.0)
    assert abs(w - (-1 if m < 1 else 0)) < 1e-8
    print(f"  {kx:.1f}  {m:.4f}  {round(w):2d}  {abs(np.trace(res)):.4f}")

# Slab splitting against the exact and asymptotic formulas
print("Slab at sample: layers, |E|, asymptotic (1-m^2)m^N")
for layers in (5, 10, 20):
    numeric = np.abs(np.linalg.eigvalsh(slab(kx0, ky0, layers))).min()
    kap = brentq(lambda x: np.sinh(layers*x)/np.sinh((layers+1)*x) - m0,
                 1e-5, 5, xtol=1e-14)
    exact = np.sinh(kap) / np.sinh((layers + 1) * kap)
    approx = (1 - m0**2) * m0**layers
    assert abs(numeric - exact) < 1e-11
    if layers >= 10:
        assert abs(numeric / approx - 1) < 1e-3
    print(f"  {layers:2d}  {numeric:.5e}  {approx:.5e}")

# Count states outside the bulk bands over one quarter of the surface zone
layers, points = 10, 80
k = (np.arange(points) + 0.5) * np.pi / points
KX, KY = np.meshgrid(k, k, indexing='ij')
kz = 2 * np.pi * np.arange(16) / 16
bulk_abs = np.abs(np.linalg.eigvalsh(
    bulk(KX[..., None], KY[..., None], kz))).max(axis=-1)
low, high = bulk_abs.min(axis=-1), bulk_abs.max(axis=-1)
levels = np.abs(np.linalg.eigvalsh(slab(KX, KY, layers)))
in_gap = (levels < low[..., None] - 1e-9).sum(axis=-1)
assert np.all(levels <= high[..., None] + 1e-9)
cut = layers / (layers + 1)
assert np.array_equal(in_gap, np.where(mass(KX, KY) < cut, 2, 0))
counted = in_gap.mean() / 2
assert abs(counted - zone_fraction(cut)) < 0.003   # finite momentum grid
print(f"Drumhead states per surface cell, half-space: {zone_fraction(1):.5f}")
print(f"{layers}-layer slab limit m = N/(N+1): {cut:.5f}")
print(f"{layers}-layer slab states per cell and face, integral: "
      f"{zone_fraction(cut):.5f}")
print(f"{layers}-layer slab states per cell and face, counted: {counted:.5f}")

# Small terms that break the chiral symmetry
N, strength = 40, 0.02
print(f"Strength of each symmetry-breaking term: {strength:.3f}")
print("kx, ky (1/a); shifts: delta cos kz, first-layer U, mu sigma_x")
for kx, ky in ((0.3, 0.2), (kx0, ky0)):
    m, base = mass(kx, ky), slab(kx, ky, N)
    hop = (np.eye(N, k=1) + np.eye(N, k=-1)) / 2
    e = np.linalg.eigvalsh(base + strength * np.kron(hop, I2))
    cosine_shift = e[np.argsort(np.abs(e))[:2]].mean()
    assert abs(cosine_shift - strength * m) < 1e-4      # higher orders
    first = np.zeros((N, N))
    first[0, 0] = 1
    e = np.linalg.eigvalsh(base + strength * np.kron(first, I2))
    potential_shift = e[np.argsort(np.abs(e))[:2]].max()
    assert abs(potential_shift - strength * (1 - m*m)) < 1e-4
    e, v = np.linalg.eigh(base + strength * np.kron(np.eye(N), SX))
    near = np.argsort(np.abs(e))[:2]
    top = near[np.argmax((np.abs(v[:2, near])**2).sum(axis=0))]
    bottom = near[0] if near[1] == top else near[1]
    assert abs(e[top] - strength) < 1e-10
    assert abs(e[bottom] + strength) < 1e-10
    print(f"  {kx:.1f} {ky:.1f}  {cosine_shift:.6f}  "
          f"{potential_shift:.6f}  {e[top]:.6f}")
    print(f"    first-order delta*m, U(1-m^2): {strength*m:.6f}, "
          f"{strength*(1-m*m):.6f}")

print("tests ok")
```

Output:

```
Ring radius along kx axis (1/a): 1.5708
Ring radius along diagonal (1/a): 1.4810
Sample kx, ky (1/a): 1.00, 0.50
m at sample: 0.58212
Bulk half-gap 1-m at sample: 0.41788
kappa = -ln m (1/a): 0.54109
Amplitude decay length (a): 1.8481
Weights in layers 1,2,3: 0.66114 0.22403 0.07592
Cut ky=0: kx (1/a), m, winding, zero-energy weight in layer 1
  0.3  0.0447  -1  0.9980
  0.7  0.2352  -1  0.9447
  1.0  0.4597  -1  0.7887
  1.3  0.7325  -1  0.4634
  1.5  0.9293  -1  0.1365
  1.7  1.1288   0  0.0000
  2.2  1.5885   0  0.0000
Slab at sample: layers, |E|, asymptotic (1-m^2)m^N
   5  4.47994e-02  4.41915e-02
  10  2.95419e-03  2.95382e-03
  20  1.31969e-05  1.31969e-05
Drumhead states per surface cell, half-space: 0.18478
10-layer slab limit m = N/(N+1): 0.90909
10-layer slab states per cell and face, integral: 0.16528
10-layer slab states per cell and face, counted: 0.16578
Strength of each symmetry-breaking term: 0.020
kx, ky (1/a); shifts: delta cos kz, first-layer U, mu sigma_x
  0.3 0.2  0.001292  0.019917  0.020000
    first-order delta*m, U(1-m^2): 0.001292, 0.019917
  1.0 0.5  0.011642  0.013223  0.020000
    first-order delta*m, U(1-m^2): 0.011642, 0.013223
tests ok
```
